# Why pH cancels on the RHE scale but interfacial fields do not

## One proton and one electron

Take a gold electrode held at 0.60 V against a reversible hydrogen electrode (RHE), that is, a hydrogen electrode dipping into the same solution. Consider the step

$$
{}^*\mathrm{O_2}+\mathrm{H^+}+e^-\rightarrow{}^*\mathrm{OOH},
$$

where the star marks an adsorbed species. Compare pH 1 with pH 13 at the same RHE potential and at 298 K. The electron and the proton each have a free energy, measured here from the value that makes their sum zero at equilibrium with hydrogen gas:

| Contribution | pH 1 | pH 13 |
|---|---|---|
| electron | −0.541 eV | +0.169 eV |
| proton | −0.059 eV | −0.769 eV |
| sum | −0.600 eV | −0.600 eV |

Going to pH 13 makes the proton scarcer and lowers its free energy by 0.710 eV. Holding the RHE potential raises the electron's free energy by the same amount. For a reaction that consumes equal numbers of both, these two changes cancel.

The electron's free energy rose because the electrode became more negative relative to the solution. That change is real. It generally alters the charge on the metal and the electric field beside it, and an adsorbate with a dipole responds to the field. The cancellation and the field effect are therefore two consequences of one shift in electrode potential.

## Contribution 1: the chemical potentials

Let $U$ be the electrode potential on the standard hydrogen electrode (SHE) scale, and let $e>0$. Moving an electron onto an electrode at potential $U$ costs $-eU$, because its charge is $-e$. With pH defined through the proton activity, $\ln a_{\rm H^+}=-\ln 10\,\mathrm{pH}$, and so

$$
\mu(e^-)=-eU,\qquad
\mu(\mathrm{H^+})=\mu^\circ(\mathrm{H^+})-kT\ln10\,\mathrm{pH}.
$$

A hydrogen electrode sits at the potential $U_H$ where $\mathrm{H^+}+e^-$ is in equilibrium with $\tfrac12\mathrm{H_2}$:

$$
\mu^\circ(\mathrm{H^+})-kT\ln10\,\mathrm{pH}-eU_H=\tfrac12\mu(\mathrm{H_2}).
$$

The SHE scale sets $U_H=0$ at pH 0, with hydrogen in its standard state. This gives $\mu^\circ(\mathrm{H^+})=\tfrac12\mu(\mathrm{H_2})$. Keeping the gas in that state and inserting this relation,

$$
U_H=-\frac{kT\ln10}{e}\,\mathrm{pH},\qquad
U_{\rm RHE}=U-U_H=U+\frac{kT\ln10}{e}\,\mathrm{pH}.
$$

Adding the two chemical potentials now gives

$$
\mu(\mathrm{H^+})+\mu(e^-)
=\tfrac12\mu(\mathrm{H_2})-eU-kT\ln10\,\mathrm{pH}
=\tfrac12\mu(\mathrm{H_2})-eU_{\rm RHE}.
$$

This is the computational hydrogen electrode (CHE). For the step above,

$$
\Delta G=G({}^*\mathrm{OOH})-G({}^*\mathrm{O_2})-\tfrac12\mu(\mathrm{H_2})+eU_{\rm RHE}.
$$

There is no pH on the right, provided that the two adsorbate free energies do not depend on it.

In alkali one would write ${}^*\mathrm{O_2}+\mathrm{H_2O}+e^-\rightarrow{}^*\mathrm{OOH}+\mathrm{OH^-}$. Water equilibrium requires $\mu(\mathrm{H_2O})-\mu(\mathrm{OH^-})=\mu(\mathrm{H^+})$, so replacing the proton in this way leaves $\Delta G$ unchanged. The cancellation does not depend on which species delivers the proton.

### When the counts differ

Let a reaction consume $N_H$ protons and $N_e$ electrons. Reactants enter $\Delta G$ with a minus sign, so

$$
\Delta G=\text{constant}+N_H kT\ln10\,\mathrm{pH}+N_e eU.
$$

At fixed RHE potential, $eU=eU_{\rm RHE}-kT\ln10\,\mathrm{pH}$. Substitution and differentiation give

$$
\left(\frac{d\Delta G}{d\,\mathrm{pH}}\right)_{U_{\rm RHE}}
=kT\ln10\,(N_H-N_e). \tag{1}
$$

For $\mathrm{O_2}+e^-\rightarrow\mathrm{O_2^-}$, with fixed activities of both oxygen species, $N_H=0$ and $N_e=1$. The slope is −59 meV per pH unit. The RHE scale therefore removes pH from balanced proton–electron transfers, not from every electrode reaction.

## Contribution 2: a dipole in a simple capacitor

Now let the adsorbate free energy respond to the interface. Let $z$ point from metal to solution. The metal carries charge $\sigma$ per area, and the balancing ionic charge first sits in a plane at distance $d$. Between them is a compact layer of permittivity $\varepsilon$. Gauss's law gives the field $E=\sigma/\varepsilon$, positive when it points outward, and

$$
U-U_z=Ed=\frac{\sigma d}{\varepsilon}. \tag{2}
$$

Here $U_z$ is the potential of zero charge on the SHE scale.

Represent the adsorbate by charges $-q$ at $z_1$ and $+q$ at $z_1+s$. Its normal dipole is $\mu=qs$, positive when the positive end faces the solution. Since the potential $\phi$ falls by $Es$ over the distance $s$, the energy is

$$
q\phi(z_1+s)-q\phi(z_1)=-qsE=-\mu E.
$$

Adsorbed oxygen is modelled with its negative end outward, $\mu<0$. A negative electrode has $E<0$, so $-\mu E<0$ and the molecule is stabilised.

At fixed RHE potential, $U$ falls by $kT\ln10/e$ per pH unit. If $U_z$ stays fixed on the SHE scale, (2) gives

$$
\frac{dE}{d\,\mathrm{pH}}=-\frac{kT\ln10}{ed},
\qquad
\frac{d\Delta G}{d\,\mathrm{pH}}=+\frac{\mu kT\ln10}{ed}. \tag{3}
$$

For $\mu=-0.05\,e\,$nm and $d=0.30$ nm, the change from pH 1 to 13 is

$$
\frac{-0.05}{0.30}\times12\times0.05916\ \mathrm{eV}=-0.118\ \mathrm{eV}.
$$

At fixed SHE potential, by contrast, this model gives no field change with pH.

### The work done by the circuit

The electrode is held at fixed potential, so charge may flow while the molecule adsorbs. The work of the external circuit must be included before $-\mu E$ can be accepted as a free energy.

Let there be $n$ adsorbates per area. Across their dipole layer the potential rises outward by $n\mu/\varepsilon$ when $\mu>0$. This lowers the metal potential relative to the solution:

$$
U=U_z+\frac{\sigma d}{\varepsilon}-\frac{n\mu}{\varepsilon}. \tag{4}
$$

The free energy per area at given charge, $W(\sigma,n)$, obeys $\partial W/\partial\sigma=U$, since $U\,d\sigma$ is the work of charging. Integrating (4) over $\sigma$ gives

$$
W=W_0+ng_0+\sigma U_z+\frac{\sigma^2d}{2\varepsilon}-\frac{n\mu\sigma}{\varepsilon},
$$

where $W_0$ is constant and $g_0$ is the adsorption free energy at zero field. Interactions between adsorbates, of higher order in $n$, are left out.

At fixed potential the relevant quantity is the grand potential $\Omega=W-\sigma U$. Its differential is

$$
d\Omega=\left(\frac{\partial W}{\partial\sigma}-U\right)d\sigma
+\frac{\partial W}{\partial n}\,dn-\sigma\,dU .
$$

The first bracket vanishes. The charge that flows therefore has no first-order effect on $\Omega$, and

$$
\left(\frac{\partial\Omega}{\partial n}\right)_U
=\left(\frac{\partial W}{\partial n}\right)_\sigma
=g_0-\frac{\mu\sigma}{\varepsilon}=g_0-\mu E. \tag{5}
$$

### The unmatched electrons

Charge does flow, however, and it connects the field effect to the counting rule (1). From $d\Omega$ we have $\sigma=-(\partial\Omega/\partial U)_n$. Exchanging the order of the mixed derivatives and using (5),

$$
\left(\frac{\partial\sigma}{\partial n}\right)_U
=-\frac{\partial}{\partial U}(g_0-\mu E)
=\frac{\mu}{\varepsilon}\frac{\partial\sigma}{\partial U}
=\frac{\mu C}{\varepsilon},
$$

with differential capacitance $C=\partial\sigma/\partial U$. Electrons carry charge $-e$, so the number drawn onto the metal per adsorbate is

$$
\delta=-\frac{\mu C}{e\varepsilon}. \tag{6}
$$

For the simple capacitor $C=\varepsilon/d$, hence $\delta=-\mu/(ed)=0.05/0.30=0.17$ electrons.

The same number holds for one isolated dipole between two flat conductors. Let a point charge $q$ sit at height $z$ between grounded plates, and let $Q$ be the charge it induces on the metal. Compare this with empty plates at potentials 1 and 0, where the potential at height $z$ is $1-z/d$. Green's reciprocity theorem gives $Q+q(1-z/d)=0$. Adding the results for $+q$ at $z_1+s$ and $-q$ at $z_1$,

$$
Q_{\rm dip}=-q\left(1-\frac{z_1+s}{d}\right)+q\left(1-\frac{z_1}{d}\right)=\frac{qs}{d}=\frac{\mu}{d}.
$$

A sum over image charges tested this with opposite unit charges at 0.35 and 0.60 of the gap. It gave the expected 0.25 to within $10^{-4}$.

These electrons have no partner among the reacting protons. The ions of the electrolyte balance them. Oxygen adsorption without charge transfer has $N_H=0$ and, in this thermodynamic sense, $N_e=\delta$. Equation (1) then gives

$$
\left(\frac{d\Delta G}{d\,\mathrm{pH}}\right)_{U_{\rm RHE}}
=-\delta kT\ln10=\frac{\mu C kT\ln10}{e\varepsilon}, \tag{7}
$$

which reduces to (3) for the simple capacitor. "The field stabilises the dipole" and "the adsorbate draws unmatched electrons" are two descriptions of one effect and must not be added together.

## Contribution 3: the diffuse layer

The countercharge is not all in one plane. Outside the compact layer, let a salt of singly charged ions have bulk number density $c$ for each sign, and let water have permittivity $\varepsilon_w$. In the mean-field description with point ions,

$$
\varepsilon_w\phi''=2ec\sinh\frac{e\phi}{kT}.
$$

Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$:

$$
\tfrac12\varepsilon_w\phi'^2
=2ckT\left(\cosh\frac{e\phi}{kT}-1\right)
=4ckT\sinh^2\frac{e\phi}{2kT}.
$$

The potential decays outward, so $\phi'$ and $\phi$ have opposite signs. At the inner edge $\sigma=-\varepsilon_w\phi'$. If $\phi_D$ is the potential there,

$$
\sigma=\sqrt{8\varepsilon_w ckT}\,\sinh\frac{e\phi_D}{2kT}.
$$

Solving for $\phi_D$ and adding the compact-layer drop gives

$$
U-U_z=\frac{\sigma d}{\varepsilon}
+\frac{2kT}{e}\operatorname{arsinh}\frac{\sigma}{\sqrt{8\varepsilon_w ckT}}. \tag{8}
$$

Differentiating with respect to $\sigma$,

$$
\frac1C=\frac d\varepsilon+\frac1{C_D},\qquad
C_D=\frac{d\sigma}{d\phi_D}
=\sqrt{\frac{2\varepsilon_w ce^2}{kT}}\,\cosh\frac{e\phi_D}{2kT}.
$$

With charges and dipoles averaged along the surface, the ions add to $W$ a term that depends on $\sigma$ but not on $n$, as long as the dipoles lie inside the ion-free compact layer. Equations (5)–(7) therefore keep their form with this $C$.

Two limits follow for point ions. In concentrated salt, or far from $U_z$, $C_D$ is large and $C$ approaches $\varepsilon/d$. (Real ions have a finite size and crowd together at large potentials, where $C_D$ falls again.) In dilute salt near $U_z$, $C_D$ is small. Once it is below $\varepsilon/d$, most of a small potential change falls outside the compact layer, and the field at the dipole changes by less than half of what (2) predicts.

Some ions in the diffuse layer may themselves be $\mathrm{H^+}$ or $\mathrm{OH^-}$. In this model, exchanging them for other ions of equal charge at fixed total concentration leaves (8) unchanged. The comparison below holds that concentration at 0.10 mol/L and treats the solution as ideal, so that pH 13 corresponds to 0.10 mol/L of hydroxide.

### The numbers at pH 1 and pH 13

The parameters are rough values for oxygen reduction on gold: $U_z=0.50$ V, $d=0.30$ nm, relative permittivity 6 in the compact layer and 78 in water. They are inputs, not computed properties of gold.

At pH 13 the electrode is at −0.169 V against SHE, so $U-U_z=-0.669$ V. Equation (8) places −0.090 V in the diffuse layer. The rest gives

$$
E=\frac{-0.669+0.090}{0.30}\ \frac{\rm V}{\rm nm}
=-1.93\ \frac{\rm V}{\rm nm}=-19.3\ \mathrm{MV/cm}.
$$

The metal charge is −10.3 µC/cm². The field energy of oxygen is

$$
-(-0.05)(-1.93)\ \mathrm{eV}=-0.097\ \mathrm{eV}.
$$

At pH 1, $U-U_z=+0.041$ V, the field is +1.1 MV/cm and the energy is +0.005 eV. The change is −0.102 eV (about −9.8 kJ/mol). The diffuse layer has reduced the simple estimate of −0.118 eV by 14 %.

The number of unmatched electrons is 0.134 at pH 1 and 0.154 at pH 13. It rises because $C_D$ contains the hyperbolic cosine of a larger potential. By (7), the local slopes are −7.9 and −9.1 meV per pH unit, on either side of the mean $-0.102/12=-8.5$ meV.

A numerical Poisson–Boltzmann solution, with dipole charge sheets at 0.1 and 0.2 nm from the metal, tested the metal charge, the field energy and $\delta$ at pH 1, 7 and 13. The largest difference from the formulas was about $10^{-6}$, relative to the formula values. This confirms the solution of the model, not the model's description of gold.

## Contribution 4: polarisation of the adsorbate

The field also changes the dipole. If $M$ is the dipole operator, the perturbation is $-ME$. Second-order perturbation theory for the ground state $|0\rangle$ gives

$$
\mathcal E(E)=\mathcal E_0-\langle0|M|0\rangle E
-E^2\sum_{m>0}\frac{|\langle m|M|0\rangle|^2}{\mathcal E_m-\mathcal E_0}
=\mathcal E_0-\mu E-\tfrac12\alpha E^2,
$$

where $\alpha$ is twice the sum.

To size the last term, take $\alpha=4\pi\varepsilon_0\alpha_V$ with a rough polarisability volume $\alpha_V=0.003$ nm³, and ignore local-field corrections. Between pH 1 and 13 it contributes −0.004 eV, about 4 % of the dipole contribution. Being quadratic, this term lowers the molecule's own energy for either sign of the field. Its size and sign for adsorption are less certain. Local-field factors for a relative permittivity of 6 raise it to −0.007 eV (Onsager) or −0.027 eV (Lorentz). The molecule also displaces polarisable medium: treated as a sphere with the same $\alpha_V$ in that medium, the net term runs from −0.005 eV at radius 0.16 nm to +0.013 eV at radius 0.20 nm.

## What the shifts do to the reaction

Let adsorbed OOH have the smaller dipole −0.01 $e\,$nm. All energies are compared at 0.60 V against RHE.

| Change from pH 1 to 13 in | CHE without field | Field contribution |
|---|---|---|
| O₂ adsorption | 0 | −0.102 eV |
| OOH stability | 0 | −0.020 eV |
| *O₂ to *OOH | 0 | +0.082 eV |

The last entry is the difference of the other two, $-0.020+0.102=0.082$ eV. The field helps oxygen to adsorb but makes its conversion to OOH less favourable, because the reactant is stabilised more than the product. A stronger-bound intermediate does not by itself imply a faster reaction. These are equilibrium energies, and a rate also needs the field response of the transition state.

At low coverage and fixed oxygen activity, the dipole term alone, without polarisation, multiplies the equilibrium population of adsorbed oxygen by

$$
\exp\left(\frac{0.102}{0.0257}\right)\approx53.
$$

Over the full reaction $\mathrm{O_2}+4\mathrm{H^+}+4e^-\rightarrow2\mathrm{H_2O}$, each intermediate is consumed as often as it is formed. Its field energy drops out, and the overall reaction energy regains the CHE result.

## Weighing what remains

The condition on $U_z$ matters most in principle. If $U_z$ fell by 59 mV per pH unit, $U-U_z$ would stay constant at fixed RHE potential, and the field would no longer change with pH. A fall of 10 mV per unit weakens the oxygen shift from −0.102 to −0.084 eV.

Thickness matters because the potential drop is spread over $d$. Increasing $d$ to 0.40 nm at unchanged permittivity gives −0.078 eV. Raising the temperature to 333 K, with the other parameters held, gives −0.114 eV, mainly because $kT\ln10$ grows. This isolates the thermal factor and is not a real solution: at 333 K $\mathrm{p}K_w$ is about 13.0, so pH 13 needs about 0.9 mol/L of hydroxide rather than 0.10. With that concentration at both pH values and a water permittivity of about 67, the shift is −0.122 eV.

Coverage has two effects. By (4), one oxygen per nm² moves the potential of zero charge by +0.151 V. The shift between the two pH values becomes −0.105 eV, a small change because both fields move in the same direction by similar amounts. Direct dipole repulsion, estimated for point dipoles on a square lattice with metal images but without ionic screening, and with their height above the metal neglected, is 0.011 eV for one molecule among its neighbours. If the counter-ions acted as a conducting plane 0.30 nm from the metal, the total interaction between the dipoles at fixed potential would practically vanish. The value therefore belongs to the unscreened lattice and should not be carried over to the electrode. In this unscreened estimate, fixed dipoles give the same repulsion at both pH values.

The continuum description is itself strained at pH 13. A water dipole of 0.04 $e\,$nm has a field energy of $3kT$, so the response of compact-layer water need not be linear. The model also concentrates counter-ions to 3.3 mol/L at the layer's edge, where point ions become doubtful. Finite ion size raises the diffuse drop. Even if it doubled that drop, the compact field at pH 13 would fall by only about $0.0896/0.5795$, or 15 %.

For real gold, the model's compact capacitance of 17.7 µF/cm² has the usual order of magnitude for a metal in water. The potential of zero charge differs between crystal faces by tenths of a volt. That moves the field energy at each pH but largely cancels from their difference, as the coverage example shows. A fixed $U_z$ is a doubtful assumption, since hydroxide or other anions can adsorb; the 10 mV drift above costs 18 % of the shift. The dipole is the other main uncertainty, and the leading shift is proportional to it. It must be an effective dipole consistent with the chosen $\varepsilon$, as defined by (4). A dipole from a vacuum calculation cannot be inserted without examining how the solvent screens it.

The numerical output below lists the inputs and the separate contributions.

## Computed results

```
temperature: 298.15 K
kT: 0.02569 eV
kT ln10 per pH unit: 0.05916 eV
potential vs RHE: 0.60 V
potential of zero charge vs SHE: 0.50 V
compact-layer thickness: 0.30 nm
compact-layer relative permittivity: 6.0
water relative permittivity: 78.0
salt concentration: 0.10 mol/L
dipole of adsorbed O2: -0.050 e nm
dipole of adsorbed OOH: -0.010 e nm
compact capacitance: 17.71 uF/cm2
slope, one H+ and one e-: 0.00000 eV/pH
slope, electron only: -0.05916 eV/pH
pH 1: potential vs SHE: 0.5408 V
pH 1: electron term -eU_SHE: -0.5408 eV
pH 1: proton term -kT ln10 pH: -0.0592 eV
pH 1: sum of both terms: -0.6000 eV
pH 1: metal charge: 0.581 uC/cm2
pH 1: diffuse-layer drop: 0.0080 V
pH 1: compact field: 1.094 MV/cm
pH 1: O2 field energy: 0.0055 eV
pH 1: extra electrons per O2: 0.1341
pH 13: potential vs SHE: -0.1691 V
pH 13: electron term -eU_SHE: 0.1691 eV
pH 13: proton term -kT ln10 pH: -0.7691 eV
pH 13: sum of both terms: -0.6000 eV
pH 13: metal charge: -10.261 uC/cm2
pH 13: diffuse-layer drop: -0.0896 V
pH 13: compact field: -19.315 MV/cm
pH 13: O2 field energy: -0.0966 eV
pH 13: extra electrons per O2: 0.1538
O2 shift, pH 1 to 13: -0.1020 eV
OOH shift, pH 1 to 13: -0.0204 eV
O2-to-OOH step shift: 0.0816 eV
O2 shift, compact layer only: -0.1183 eV
O2 low-coverage population factor: 53.1
largest relative error vs numerical layer: 1.3e-06
polarisability volume: 0.0030 nm3
polarisation part of O2 shift: -0.0039 eV
finite coverage tried: 1.0 per nm2
zero-charge potential moved by coverage: 0.1508 V
O2 shift at that coverage: -0.1052 eV
lateral repulsion, unscreened by ions: 0.0108 eV
O2 shift, 0.4 nm layer: -0.0783 eV
O2 shift, pzc falling 10 mV/pH: -0.0837 eV
O2 shift at 333.15 K: -0.1137 eV
water dipole used: 0.040 e nm
water dipole energy / kT, pH 13: 3.01
counter-ions at layer edge, pH 13: 3.27 mol/L
```
